# Surface-Roughness Scattering at a Smooth Wall: Height Variance, Spectrum and Field: test program

```python
"""
Surface-roughness scattering in the lowest subband at a hard, smooth wall.
Result under test:
  1/tau = m (eF)^2/(2 pi hbar^3) * integral S(q) (1-cos(theta)) dtheta,
  q = 2 k sin(theta/2), S(q) = height variance * correlation spectrum.
For correlation exp(-r^2/Lambda^2), with a = (k Lambda)^2/2:
  1/tau = pi m Lambda^2 height^2 (eF)^2/hbar^3 * exp(-a) [I0(a)-I1(a)].
m: in-plane mass; eF: mean confining force; height: rms displacement;
Lambda: correlation length; k: in-plane wavevector; tau: transport time.
The confining potential stays fixed in space when the wall is displaced.
Example units are eV, nm and s unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.ndimage import gaussian_filter
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, ai_zeros, ive, j0

HBAR = const.hbar / const.e
HBAR2_OVER_ME = const.hbar**2 / const.m_e / const.e * 1e18


def gaussian_rate(k, mass, height, length, force):
    a = (k * length)**2 / 2
    prefactor = np.pi * mass / HBAR2_OVER_ME * (length * height * force)**2
    return prefactor * (ive(0, a) - ive(1, a)) / HBAR


# Exact waves in a uniform field are made to vanish on a corrugated wall.
# Here hbar^2/(2 m_z)=1. The gap between the standing waves at the
# Bragg point tests the roughness matrix element without flattening the wall.
def corrugated_level(height, wavevector, force, mass_ratio, parity):
    points = 64
    x = (np.arange(points) + 0.5) * 2 * np.pi / wavevector / points
    wall = height * np.cos(wavevector * x)
    harmonics = (np.arange(3) + 0.5) * wavevector
    function = np.cos if parity == "even" else np.sin
    waves = function(np.outer(x, harmonics))

    def wall_determinant(energy):
        vertical_energy = energy - mass_ratio * harmonics**2
        argument = (force**(1/3) * wall[:, None]
                    - vertical_energy / force**(2/3))
        values = airy(argument)[0]
        scale = np.abs(values).max(axis=0)
        scale[0] = 1.0
        matrix = waves.T @ (waves * values / scale) / points
        return np.linalg.det(matrix)

    flat = (-ai_zeros(1)[0][0] * force**(2/3)
            + mass_ratio * wavevector**2 / 4)
    margin = 1.5 * force * height
    return brentq(wall_determinant, flat - margin, flat + margin, xtol=1e-13)


gap_ratios = []
for wave, force_value in [(0.5, 1.0), (1.0, 0.5), (1.0, 2.0), (1.5, 1.0)]:
    amplitude = 0.01
    upper = corrugated_level(amplitude, wave, force_value, 2.0, "even")
    lower = corrugated_level(amplitude, wave, force_value, 2.0, "odd")
    gap_ratios.append((upper - lower) / (force_value * amplitude))
# The tolerance allows the omitted higher powers of the finite amplitude.
assert np.allclose(gap_ratios, 1.0, atol=5e-3)

# Wall force and subband identity in a nonuniform potential.
# The sine series for the slope at the wall converges as the inverse cube
# of the basis size, so the basis is larger than the energies alone need.
depth = 20.0
index = np.arange(1, 241)
nodes, weights = np.polynomial.legendre.leggauss(700)
u = depth * (nodes + 1) / 2
weights = weights * depth / 2
basis = np.sqrt(2 / depth) * np.sin(np.outer(u, index) * np.pi / depth)
basis_slope = (np.sqrt(2 / depth) * np.cos(np.outer(u, index) * np.pi / depth)
               * index * np.pi / depth)


def solve_subbands(wall):
    z = u + wall
    potential = 3 * (1 - np.exp(-z / 2)) + 0.5 * z
    hamiltonian = np.diag((index * np.pi / depth)**2)
    hamiltonian = hamiltonian + basis.T @ ((weights * potential)[:, None] * basis)
    return np.linalg.eigh(hamiltonian)


levels, coefficients = solve_subbands(0.0)
levels = levels[:3]
coefficients = coefficients[:, :3]
psi = basis @ coefficients
psi_slope = basis_slope @ coefficients
force_profile = 1.5 * np.exp(-u / 2) + 0.5
force_matrix = psi.T @ ((weights * force_profile)[:, None] * psi)
derivative_matrix = psi.T @ (weights[:, None] * psi_slope)
wall_slopes = (np.sqrt(2 / depth) * index * np.pi / depth) @ coefficients
left = force_matrix + (levels[:, None] - levels[None, :]) * derivative_matrix
assert np.allclose(left, np.outer(wall_slopes, wall_slopes), atol=2e-4)
assert abs(derivative_matrix[0, 0]) < 1e-8
step = 0.01
wall_derivative = (solve_subbands(step)[0][0]
                   - solve_subbands(-step)[0][0]) / (2 * step)
assert abs(wall_derivative / force_matrix[0, 0] - 1) < 3e-4

# Random surfaces made by smoothing white noise test spectrum and slope.
rng = np.random.default_rng(7)
size, sigma, samples = 64, 2.0, 300
sample_length = 2 * sigma
power = np.zeros((size, size))
variance = 0.0
for _ in range(samples):
    surface = gaussian_filter(rng.standard_normal((size, size)), sigma, mode="wrap")
    variance += np.mean(surface**2) / samples
    power += np.abs(np.fft.fft2(surface))**2 / size**2 / samples
frequency = 2 * np.pi * np.fft.fftfreq(size)
q_surface = np.hypot(frequency[:, None], frequency[None, :])
expected_power = (variance * np.pi * sample_length**2
                  * np.exp(-(q_surface * sample_length)**2 / 4))
for low, high in [(0.0, 1.2), (1.2, 2.2), (2.2, 3.2)]:
    ring = ((q_surface * sample_length >= low)
            & (q_surface * sample_length < high))
    # Statistical scatter sets this tolerance.
    assert abs(power[ring].sum() / expected_power[ring].sum() - 1) < 0.08
sample_slope2 = np.sum(q_surface**2 * power) / size**2
assert abs(sample_slope2 / (4 * variance / sample_length**2) - 1) < 0.04

# Chosen parameters of the worked example.
mass, mass_z = 0.25, 0.50
force, height, length = 0.050, 0.15, 3.0
density = 0.02
k_fermi = np.sqrt(2 * np.pi * density)
energy_fermi = HBAR2_OVER_ME * k_fermi**2 / (2 * mass)
rate = gaussian_rate(k_fermi, mass, height, length, force)

# The spectrum is integrated from the real-space correlation.
r_nodes, r_weights = np.polynomial.legendre.leggauss(200)
r = 4 * length * (r_nodes + 1)
r_weights = 4 * length * r_weights
correlation = height**2 * np.exp(-(r / length)**2)


def spectrum_from_correlation(q):
    q = np.asarray(q)
    kernel = j0(q[..., None] * r)
    return 2 * np.pi * np.sum(r_weights * r * correlation * kernel, axis=-1)


# Explicit final-state sum with a narrow Gaussian in place of the delta function.
dk = 0.01 * k_fermi
grid = np.arange(-130, 131) * dk
kx, ky = np.meshgrid(grid, grid, indexing="ij")
final_energy = HBAR2_OVER_ME * (kx**2 + ky**2) / (2 * mass)
width = 0.04 * energy_fermi
shell = np.abs(final_energy - energy_fermi) < 6 * width
kx, ky, final_energy = kx[shell], ky[shell], final_energy[shell]
q_final = np.hypot(kx - k_fermi, ky)
delta = (np.exp(-((final_energy - energy_fermi) / width)**2 / 2)
         / (np.sqrt(2 * np.pi) * width))
area = (2 * np.pi / dk)**2
angular_weight = 1 - kx / np.hypot(kx, ky)
sum_rate = (2 * np.pi / HBAR * force**2 / area
            * np.sum(spectrum_from_correlation(q_final) * delta * angular_weight))
# Finite energy width and grid spacing set this tolerance.
assert abs(sum_rate / rate - 1) < 0.01

# Solve the linearized Boltzmann equation on a discrete Fermi circle.
angle_count = 48
angles = np.arange(angle_count) * 2 * np.pi / angle_count
differences = angles[:, None] - angles[None, :]
q_circle = 2 * k_fermi * np.abs(np.sin(differences / 2))
transition = (mass / HBAR2_OVER_ME / HBAR * force**2
              * spectrum_from_correlation(q_circle) / angle_count)
collision = np.diag(transition.sum(axis=1)) - transition
scaled_response = np.linalg.lstsq(collision / rate, np.cos(angles), rcond=1e-10)[0]
assert np.allclose(scaled_response, np.cos(angles), atol=1e-6)

# Long-wavelength undulations: direct angular integration and limiting law.
long_length = 40 / k_fermi


def long_integrand(theta):
    q = 2 * k_fermi * np.sin(theta / 2)
    return np.exp(-(q * long_length)**2 / 4) * (1 - np.cos(theta))


long_integral = 2 * quad(long_integrand, 0, np.pi, points=[0.05, 0.2], limit=200)[0]
long_rate = (mass / HBAR2_OVER_ME / (2 * np.pi * HBAR) * force**2
             * np.pi * long_length**2 * height**2 * long_integral)
long_limit = (np.sqrt(np.pi) * mass / HBAR2_OVER_ME / HBAR
              * (height * force)**2 / (k_fermi**3 * long_length))
assert abs(long_rate / long_limit - 1) < 0.01

# Energies and checks of the approximations in the example.
kinetic_scale = HBAR2_OVER_ME / (2 * mass_z)
layer_length = (kinetic_scale / force)**(1/3)
airy_zeros = ai_zeros(2)[0]
energies = -airy_zeros * force * layer_length
norm = quad(lambda z: airy(z + airy_zeros[0])[0]**2, 0, 20)[0]
kinetic = quad(lambda z: airy(z + airy_zeros[0])[1]**2, 0, 20)[0]
kinetic *= force * layer_length / norm
mean_distance = layer_length * quad(
    lambda z: z * airy(z + airy_zeros[0])[0]**2, 0, 20)[0] / norm
rms_slope = 2 * height / length
slope_energy = mass_z / mass * rms_slope**2 * kinetic
assert energy_fermi < energies[1] - energies[0]
assert HBAR * rate < 0.2 * energy_fermi
assert slope_energy < 0.2 * force * height


def mobility(rate_value):
    return const.e / (mass * const.m_e * rate_value) * 1e4


best = minimize_scalar(
    lambda value: -gaussian_rate(k_fermi, mass, height, value, force),
    bounds=(0.2, 30), method="bounded", options={"xatol": 1e-8})
assert best.success and 0.3 < best.x < 29
a_value = (k_fermi * length)**2 / 2
spectrum_values = spectrum_from_correlation(np.array([0, k_fermi, 2 * k_fermi]))

print(f"In-plane mass: {mass:.2f} m_e")
print(f"Mass across layer: {mass_z:.2f} m_e")
print(f"Confining force eF: {1000*force:.1f} meV/nm")
print(f"Confining field F: {force*10:.2f} MV/cm")
print(f"Rms height: {height:.2f} nm")
print(f"Correlation length: {length:.1f} nm")
print(f"Electron density: {density*1e14:.2e} cm^-2")
print(f"Lowest subband energy: {1000*energies[0]:.2f} meV")
print(f"Second subband energy: {1000*energies[1]:.2f} meV")
print(f"Subband spacing: {1000*(energies[1]-energies[0]):.2f} meV")
print(f"Mean distance from wall: {mean_distance:.3f} nm")
print(f"Fermi wavevector: {k_fermi:.4f} nm^-1")
print(f"Fermi energy above subband: {1000*energy_fermi:.2f} meV")
print(f"Rms local energy shift eF*height: {1000*force*height:.2f} meV")
print(f"Rms slope: {rms_slope:.3f} (dimensionless)")
print(f"Mean kinetic energy across layer: {1000*kinetic:.2f} meV")
print(f"Mean second-order slope energy: {1000*slope_energy:.3f} meV")
for label, value in zip(("0", "kF", "2kF"), spectrum_values):
    print(f"Height spectrum S({label}): {value:.5f} nm^4")
print(f"Bessel argument a: {a_value:.4f} (dimensionless)")
print(f"exp(-a)[I0(a)-I1(a)]: {ive(0,a_value)-ive(1,a_value):.5f} (dimensionless)")
print(f"Transport scattering rate: {rate:.4e} s^-1")
print(f"Transport time: {1e15/rate:.2f} fs")
print(f"hbar/tau: {1000*HBAR*rate:.3f} meV")
print(f"(hbar/tau)/Fermi energy: {HBAR*rate/energy_fermi:.4f} (dimensionless)")
print(f"Roughness-limited mobility: {mobility(rate):.1f} cm^2/(V s)")
for value in (0.025, 0.040, 0.050):
    result = mobility(gaussian_rate(k_fermi, mass, height, length, value))
    print(f"Mobility at eF={1000*value:.0f} meV/nm: {result:.1f} cm^2/(V s)")
for value in (0.05, 0.10, 0.15):
    result = mobility(gaussian_rate(k_fermi, mass, value, length, force))
    print(f"Mobility at height={value:.2f} nm: {result:.1f} cm^2/(V s)")
for value in (3.0, 5.0, 10.0, 30.0):
    result = mobility(gaussian_rate(k_fermi, mass, height, value, force))
    print(f"Mobility at Lambda={value:.0f} nm: {result:.1f} cm^2/(V s)")
print(f"Lambda of strongest scattering: {best.x:.3f} nm")
print(f"kF*Lambda at strongest scattering: {k_fermi*best.x:.4f} (dimensionless)")
print(f"Minimum mobility over Lambda: {mobility(-best.fun):.1f} cm^2/(V s)")
print(f"Largest corrugated-gap deviation: {100*max(abs(np.array(gap_ratios)-1)):.4f} %")
print(f"Final-state sum / closed formula: {sum_rate/rate:.5f} (dimensionless)")
print(f"Long-Lambda integral / limiting law: {long_rate/long_limit:.5f} (dimensionless)")
print("all tests passed")
```

Output:

```
In-plane mass: 0.25 m_e
Mass across layer: 0.50 m_e
Confining force eF: 50.0 meV/nm
Confining field F: 0.50 MV/cm
Rms height: 0.15 nm
Correlation length: 3.0 nm
Electron density: 2.00e+12 cm^-2
Lowest subband energy: 134.53 meV
Second subband energy: 235.22 meV
Subband spacing: 100.68 meV
Mean distance from wall: 1.794 nm
Fermi wavevector: 0.3545 nm^-1
Fermi energy above subband: 19.15 meV
Rms local energy shift eF*height: 7.50 meV
Rms slope: 0.100 (dimensionless)
Mean kinetic energy across layer: 44.84 meV
Mean second-order slope energy: 0.897 meV
Height spectrum S(0): 0.63617 nm^4
Height spectrum S(kF): 0.47949 nm^4
Height spectrum S(2kF): 0.20530 nm^4
Bessel argument a: 0.5655 (dimensionless)
exp(-a)[I0(a)-I1(a)]: 0.44729 (dimensionless)
Transport scattering rate: 3.5459e+12 s^-1
Transport time: 282.02 fs
hbar/tau: 2.334 meV
(hbar/tau)/Fermi energy: 0.1219 (dimensionless)
Roughness-limited mobility: 1984.1 cm^2/(V s)
Mobility at eF=25 meV/nm: 7936.3 cm^2/(V s)
Mobility at eF=40 meV/nm: 3100.1 cm^2/(V s)
Mobility at eF=50 meV/nm: 1984.1 cm^2/(V s)
Mobility at height=0.05 nm: 17856.8 cm^2/(V s)
Mobility at height=0.10 nm: 4464.2 cm^2/(V s)
Mobility at height=0.15 nm: 1984.1 cm^2/(V s)
Mobility at Lambda=3 nm: 1984.1 cm^2/(V s)
Mobility at Lambda=5 nm: 2311.4 cm^2/(V s)
Mobility at Lambda=10 nm: 5883.5 cm^2/(V s)
Mobility at Lambda=30 nm: 18792.3 cm^2/(V s)
Lambda of strongest scattering: 3.546 nm
kF*Lambda at strongest scattering: 1.2570 (dimensionless)
Minimum mobility over Lambda: 1902.8 cm^2/(V s)
Largest corrugated-gap deviation: 0.0078 %
Final-state sum / closed formula: 1.00017 (dimensionless)
Long-Lambda integral / limiting law: 1.00047 (dimensionless)
all tests passed
```
